# Spectral weight transfer in the hole-doped Hubbard model at large U

Consider the single-band Hubbard model on \(N\) equivalent sites,
\[
H=T+UD,\qquad T=-t\sum_{\langle ij\rangle\sigma}\left(c^\dagger_{i\sigma}c_{j\sigma}+c^\dagger_{j\sigma}c_{i\sigma}\right),\qquad D=\sum_i n_{i\uparrow}n_{i\downarrow},
\]
where \(\langle ij\rangle\) runs over nearest-neighbour pairs. The number of electrons is \((1-x)N\) with \(0\le x<1\), so \(x\) is the hole doping per site. The interaction \(U>0\) is much larger than \(|t|\). Energies are given in units of \(t\), and \(\bar\sigma\) denotes the spin opposite to \(\sigma\).

The problem asks how much spectral weight for adding an electron lies at low energy, how much lies in the upper Hubbard band, and how hopping changes these amounts.

## (a) Define the weights and find their totals

**Question.** Write the electron-addition and electron-removal spectra of the ground state \(|g\rangle\), per site and summed over spin. What is the total weight of each?

**Solution.** Let \(|m\rangle\) be the eigenstates with one more electron than \(|g\rangle\). The addition spectrum is
\[
A^+(\omega)=\frac1N\sum_{i\sigma}\sum_m\left|\langle m|c^\dagger_{i\sigma}|g\rangle\right|^2\delta\big(\omega-(E_m-E_g)\big).
\]
Integrating over \(\omega\) removes the delta function. The states \(|m\rangle\) are complete in their particle-number sector, so the total is
\[
\frac1N\sum_{i\sigma}\langle g|c_{i\sigma}c^\dagger_{i\sigma}|g\rangle
=\frac1N\sum_{i\sigma}\left(1-\langle n_{i\sigma}\rangle\right)=2-(1-x)=1+x .
\]
The removal spectrum has \(c_{i\sigma}\) in place of \(c^\dagger_{i\sigma}\), and its total is \(\frac1N\sum_{i\sigma}\langle n_{i\sigma}\rangle=1-x\). The two totals add up to 2, one state for each spin. They hold for any \(t\) and \(U\).

At large \(U\) the addition spectrum splits into a part with \(\omega\) of order \(t\), of weight \(L\), and a part near \(\omega=U\), of weight \(W\). Further satellites may appear near \(2U\) and above. The low-energy part of the removal spectrum has weight \(R\). This division assumes that the bands are separated, which requires \(U\) to be large compared with their widths.

## (b) Count states in the atomic limit

**Question.** Find \(L\), \(W\) and \(R\) for \(t\to0\). Does the result depend on which ground state is chosen?

**Solution.** With fewer electrons than sites, or equally many, every ground state for \(t\to 0\) has \(D=0\). Each site is then empty or singly occupied, and a fraction \(x\) of the sites is empty.

Adding an electron at site \(i\) can change the occupation of that site alone. The final state keeps \(D=0\) if no electron of spin \(\bar\sigma\) is present there. With \(P_0\) the projector on \(D=0\),
\[
\|P_0c^\dagger_{i\sigma}|\psi\rangle\|^2=\langle(1-n_{i\bar\sigma})(1-n_{i\sigma})\rangle ,
\]
which is the probability that site \(i\) is empty. Both spins give this value, so
\[
L=\frac1N\sum_i 2\,\langle(1-n_{i\uparrow})(1-n_{i\downarrow})\rangle=2x .
\]
If an electron of spin \(\bar\sigma\) is present, the addition costs \(U\). Its weight is \(\langle n_{i\bar\sigma}(1-n_{i\sigma})\rangle=\langle n_{i\bar\sigma}\rangle\), because \(n_{i\uparrow}n_{i\downarrow}\) vanishes on a \(D=0\) state. Hence
\[
W=\frac1N\sum_{i\sigma}\langle n_{i\bar\sigma}\rangle=1-x .
\]
Removing an electron from a state with \(D=0\) leaves \(D=0\), so \(R=1-x\).

These values depend on the number of electrons alone, so they are the same for every configuration with \(D=0\) and for every superposition of such configurations.

An empty site accepts either spin at low energy, whereas a singly occupied site accepts one spin, at cost \(U\). Each hole therefore adds two low-energy addition states and takes one state from the upper band. In a rigid band insulator, removing \(x\) electrons from a filled band would open \(x\) states in that band and leave the weight of the empty band unchanged.

## (c) Dress the states to first order in hopping

**Question.** For small \(t/U\) the number \(D\) is no longer conserved. Find a unitary transformation that restores a conserved doublon number to first order, and use it to write the first correction to \(L\).

**Solution.** Split the hopping by its effect on \(D\):
\[
T=T_0+T_++T_-,\qquad [D,T_0]=0,\qquad [D,T_\pm]=\pm T_\pm .
\]
Here \(T_+\) creates one doubly occupied site, a doublon, and \(T_-=T_+^\dagger\) destroys one. Choose
\[
S=\frac{T_+-T_-}{U},\qquad S^\dagger=-S ,
\]
so that \(e^S\) is unitary. From \([T_+,D]=-T_+\) and \([T_-,D]=+T_-\) it follows that
\[
[S,UD]=[T_+,D]-[T_-,D]=-T_+-T_- .
\]
The transformed Hamiltonian is therefore
\[
e^SHe^{-S}=UD+T+[S,UD]+O(t^2/U)=UD+T_0+O(t^2/U).
\]
The terms that change \(D\) have cancelled at first order in \(t\). Those left at order \(t^2/U\) can be removed by adding to \(S\) a term of order \(t^2/U^2\), and so on order by order. The bands are labelled by this dressed doublon number.

Write \(|g\rangle=e^{-S}|\tilde g\rangle\), where \(|\tilde g\rangle\) has \(D=0\). The added electron is represented in the transformed frame by
\[
e^Sc^\dagger_{i\sigma}e^{-S}=c^\dagger_{i\sigma}+[S,c^\dagger_{i\sigma}]+O(t^2/U^2).
\]
Low-energy final states have \(D=0\) in this frame, so we need \(P_0[S,c^\dagger_{i\sigma}]|\tilde g\rangle\). Its two terms are treated separately.

- In \(P_0Sc^\dagger_{i\sigma}|\tilde g\rangle\), the part with \(T_+\) vanishes because its result contains a doublon. What remains is \(-\frac1U P_0T_-c^\dagger_{i\sigma}|\tilde g\rangle\).
- In \(P_0c^\dagger_{i\sigma}S|\tilde g\rangle\), the part with \(T_-\) vanishes because \(|\tilde g\rangle\) has no doublon to destroy. The part with \(T_+\) creates a doublon, which adding an electron cannot remove, so \(P_0\) gives zero.

The low-energy component is therefore
\[
P_0c^\dagger_{i\sigma}|\tilde g\rangle-\frac1U P_0T_-c^\dagger_{i\sigma}|\tilde g\rangle+O(t^2/U^2).
\]
Its squared norm, summed over \(i\) and \(\sigma\) and divided by \(N\), is \(L\). The first term alone gives \(2x\) by part (b). The cross term occurs twice, once with its complex conjugate, so
\[
L=2x+\delta+O(t^2/U^2),\qquad
\delta=-\frac{2}{NU}\,\mathrm{Re}\sum_{i\sigma}\langle\tilde g|c_{i\sigma}P_0T_-c^\dagger_{i\sigma}|\tilde g\rangle .
\]
There are two routes to the same low-energy final state. The electron may be placed directly on an empty site, or it may form a doublon that breaks up into a neighbouring hole. The correction \(\delta\) is their interference.

## (d) Reduce the correction to a kinetic energy

**Question.** Evaluate the sum in \(\delta\) by following the electrons.

**Solution.** Start from a configuration with \(D=0\). For \(T_-\) to act after \(c^\dagger_{i\sigma}\), there must be a doublon, so site \(i\) must have held a \(\bar\sigma\) electron. One of the two electrons at \(i\) then moves to an empty neighbour \(j\).

If the \(\sigma\) electron moves, site \(i\) keeps \(\bar\sigma\), and the final \(c_{i\sigma}\) gives zero. If the \(\bar\sigma\) electron moves, site \(i\) keeps \(\sigma\), which \(c_{i\sigma}\) then removes. The second case contributes
\[
c_{i\sigma}\left(-t\,c^\dagger_{j\bar\sigma}c_{i\bar\sigma}\right)c^\dagger_{i\sigma}
=-t\,c^\dagger_{j\bar\sigma}c_{i\bar\sigma}\,c_{i\sigma}c^\dagger_{i\sigma}.
\]
The sign is unchanged because \(c_{i\sigma}\) has passed two fermion operators. The last factor is \(c_{i\sigma}c^\dagger_{i\sigma}=1-n_{i\sigma}=1\), since site \(i\) held no \(\sigma\) electron at the start.

The net effect is an ordinary hop of a \(\bar\sigma\) electron from \(i\) to the empty site \(j\). Each such directed hop arises from one choice of \((i,\sigma)\), so the sum contains every hop within the \(D=0\) space once:
\[
P_0\sum_{i\sigma}c_{i\sigma}P_0T_-c^\dagger_{i\sigma}P_0=P_0TP_0 .
\]
On the \(D=0\) space, \(P_0TP_0\) is \(T_0\). Its expectation value is real. With the projected kinetic energy per site
\[
K_0=\frac1N\langle\tilde g|T_0|\tilde g\rangle ,
\]
the correction becomes
\[
\boxed{\,L=2x-\frac{2K_0}{U}+O(t^2/U^2)\,}
\]
This is the Harris–Lange weight correction in the form needed here. The derivation used that \(|\tilde g\rangle\) lies in the \(D=0\) space, and not that it has the lowest energy. The formula therefore holds for any eigenstate of the lowest many-body band, with the \(K_0\) of that state, as long as this band is separated from the next one, which on a finite cluster is the case for large enough \(U\).

## (e) Determine the sign

**Question.** Show that \(\delta=-2K_0/U\) is positive for the doped ground state. Is it positive for every state of the lowest band?

**Solution.** Within the lowest band the transformed Hamiltonian is \(T_0\) plus terms of order \(t^2/U\) per site. Its ground state can exceed the lowest possible \(\langle T_0\rangle/N\) by an amount of that order at most, since otherwise the state minimising \(T_0\) would have a lower total energy. To leading order, \(K_0\) is thus the lowest eigenvalue of \(P_0TP_0\) divided by \(N\).

A trial state bounds this eigenvalue. Suppose the lattice can be divided into \(N/2\) neighbouring pairs of sites. A pair with one electron and one hole has a state of hopping energy \(-|t|\): the even combination for \(t>0\), the odd one for \(t<0\).

For \(x\le1/2\), give \(xN\) pairs one hole each and fill the sites of all other pairs singly. For \(x>1/2\), give \((1-x)N\) pairs one electron each and leave the others empty. A hop between pairs changes the electron number of both, so its expectation value vanishes in this product state. The variational principle then gives, to leading order,
\[
K_0\le-|t|\min(x,1-x),\qquad \delta\ge\frac{2|t|}{U}\min(x,1-x)>0\quad(0<x<1).
\]
At fixed doping and sufficiently small \(|t|/U\), hopping therefore raises the low-energy addition weight above \(2x\), for either sign of \(t\).

The sign belongs to the ground state. Taking the pair state of energy \(+|t|\) instead shows that the highest eigenvalue of \(P_0TP_0\) is positive. A state at the top of the lowest many-body band thus has \(K_0>0\), and its low-energy weight is smaller than \(2x\).

At \(x=0\) no hop within the \(D=0\) space is possible, so \(K_0=0\) and \(\delta=0\). Moreover \(L\) itself vanishes, because \(N+1\) electrons on \(N\) sites cannot avoid a doublon.

## (f) Find where the weight comes from

**Question.** Use the total from part (a) to obtain \(W\). How much weight goes to final states with two dressed doublons, and how much removal weight leaves the low-energy region?

**Solution.** Consider addition into states with \(D=2\) in the transformed frame. The first-order amplitude is \(\frac1U P_2[T_+,c^\dagger_{i\sigma}]|\tilde g\rangle\), where \(P_2\) projects on \(D=2\). Hops that do not touch site \(i\) commute with \(c^\dagger_{i\sigma}\) and drop out. A hop in \(T_+\) takes an electron from one singly occupied site to another, which leaves these cases for hops touching \(i\):

- The electron is added first and makes \(i\) doubly occupied. Then \(i\) can be neither origin nor target of a hop in \(T_+\).
- The electron is added first to an empty site \(i\). A hop between \(i\) and a neighbour then creates a single doublon, so \(D=1\).
- The hop comes first and ends at \(i\). The site is full, and \(c^\dagger_{i\sigma}\) gives zero.
- The hop comes first and starts at \(i\). The added electron then sits alone on \(i\), and again \(D=1\).

No case has \(D=2\), so the first-order amplitude vanishes. States with \(D\ge3\) need at least two actions of \(T_+\). The amplitude for all these satellites is thus \(O(t^2/U^2)\), and their weight is \(O(t^4/U^4)\).

Removal into states with \(D=1\) behaves in the same way. If \(c_{i\sigma}\) acts first, site \(i\) is empty and no hop in \(T_+\) touches it. If a hop into \(i\) acts first, the removal destroys the new doublon. If a hop out of \(i\) acts first, \(c_{i\sigma}\) finds no electron. Removal never raises \(D\), so final states with \(D\ge2\) need at least two actions of \(T_+\), and their amplitude is also \(O(t^2/U^2)\). Hence
\[
R=1-x+O(t^4/U^4).
\]
Since the addition weight adds up to \(1+x\),
\[
W=1+x-L+O(t^4/U^4)=1-x+\frac{2K_0}{U}+O(t^2/U^2).
\]
The upper band loses what the low-energy region gains, up to terms of order \(t^4/U^4\). The whole lower Hubbard band, removal and addition together, has weight \(R+L=1+x+\delta\) to first order.

## (g) Work out a six-site ring

**Question.** Take a periodic ring with \(N=6\), \(t=1\) and \(U=20t\). Evaluate the formulas for 5, 4 and 2 electrons and compare them with exact diagonalization.

**Solution.** For 5 electrons, \(x=1/6\). Each configuration without doublons is connected to two others by amplitudes of magnitude \(t\), so no eigenvalue of \(P_0TP_0\) lies below \(-2t\). Diagonalization gives \(-2.0000t\), so this bound is reached. We take this lowest eigenvalue for \(NK_0\). By part (e) it agrees with the \(K_0\) of the true ground state up to terms of order \(t^2/U\) per site, since exchange can favour a state of slightly higher hopping energy. This happens here: at \(U=20t\) the ground state has \(K_0\approx-0.325t\), which would give \(\delta=0.0325\), and only between \(U=80t\) and \(160t\) does the ground state change to one with \(K_0=-0.3333t\). Such a difference, bounded by a term of order \(t^2/U\) in \(K_0\), is counted with the second-order remainder of \(L\). Then
\[
K_0=-\frac{2t}{6}=-0.3333t,\qquad \delta=\frac{2\times0.3333}{20}=0.0333,
\]
\[
L\approx0.3333+0.0333=0.3667,\qquad W\approx0.8333-0.0333=0.8000 .
\]
For 4 and for 2 electrons, diagonalization in the space without doublons gives \(K_0=-0.5774t\) in both cases, hence \(\delta=2\times0.5774/20=0.0577\). The weights, in states per site, are:

| Electrons | \(2x\) | \(L\), formula | \(L\), exact | \(W\), formula | \(W\), exact |
|---|---|---|---|---|---|
| 5 | 0.3333 | 0.3667 | 0.3712 | 0.8000 | 0.7954 |
| 4 | 0.6667 | 0.7244 | 0.7290 | 0.6089 | 0.6044 |
| 2 | 1.3333 | 1.3911 | 1.3884 | 0.2756 | 0.2782 |

For 4 electrons the exact gain \(L-2x\) is 0.0623. The first-order value 0.0577 is 7% below it, relative to the exact gain. For 2 electrons the formula lies slightly above the exact gain, so at this \(U\) the remainder beyond first order does not have the same sign at every doping.

Larger \(U\) shows the order of the remainder. For 4 electrons, the exact gain minus \(\delta\), multiplied by \((U/t)^2\), is 1.83, 2.02, 2.10 and 2.13 at \(U/t=20\), 40, 80 and 160. It stays nearly constant, as a second-order remainder should, while an error in the first-order coefficient would make it grow in proportion to \(U\).

The satellites are weak, as part (f) requires. At half filling and \(U=20t\), the addition weight near \(2U\) and above is \(1.8\times10^{-5}\). This is far below \((t/U)^2=2.5\times10^{-3}\) and comparable with \((t/U)^4=6\times10^{-6}\).

The top state of the lowest many-body band with 4 electrons has \(K_0=+0.5774t\). Its exact \(L-2x\) is \(-0.0531\), against \(-0.0577\) from the formula, which confirms the reversed sign.

At \(U=20t\) the smallest gap between the many-body bands used here is about \(13t\), so each final state belongs to a definite band. The width of a many-body band grows in proportion to \(N\), so at fixed \(U\) these bands overlap in energy on a long enough ring. For the ground state the relevant condition is that the low-energy and upper parts of \(A^+(\omega)\), each with a width of order \(t\), stay apart. When \(U\) is comparable with that width they can overlap, and \(L\) and \(W\) then lose their meaning as separate weights. The numerical check covers the counting, the operator identity of part (d) and the weights.

## Computed values

```
Ring: 6 sites, t = 1 (energy unit), U = 20 t
All weights: states per site, both spins
Smallest gap between many-body bands at this U: 12.950 t
Largest error of first-order operator identity: 0.0e+00 t
Projector error, ratio when U goes from 160 t to 320 t:
  bare projector 1.999, dressed 3.998
Lowest projected hopping energy, one hole: -2.0000 t
6 electrons, x = 0.0000, K0 = 0.00000 t per site
  atomic limit: L = 0.00000, W = 1.00000, R = 1.00000
  delta = 0.00000
  formula: L = 0.00000, W = 1.00000
  exact:   L = 0.00000, W = 0.99998, R = 0.99998
  exact weight near 2U and above (addition): 0.000018
  exact removal weight outside low energy: 0.000018
5 electrons, x = 0.1667, K0 = -0.33333 t per site
  atomic limit: L = 0.33333, W = 0.83333, R = 0.83333
  delta = 0.03333
  formula: L = 0.36667, W = 0.80000
  exact:   L = 0.37124, W = 0.79542, R = 0.83333
  exact weight near 2U and above (addition): 0.000007
  exact removal weight outside low energy: 0.000007
4 electrons, x = 0.3333, K0 = -0.57735 t per site
  atomic limit: L = 0.66667, W = 0.66667, R = 0.66667
  delta = 0.05774
  formula: L = 0.72440, W = 0.60893
  exact:   L = 0.72897, W = 0.60436, R = 0.66667
  exact weight near 2U and above (addition): 0.000001
  exact removal weight outside low energy: 0.000001
2 electrons, x = 0.6667, K0 = -0.57735 t per site
  atomic limit: L = 1.33333, W = 0.33333, R = 0.33333
  delta = 0.05774
  formula: L = 1.39107, W = 0.27560
  exact:   L = 1.38842, W = 0.27825, R = 0.33333
  exact weight near 2U and above (addition): 0.000000
  exact removal weight outside low energy: 0.000000
4 electrons, growth of L above 2x, and remainder times (U/t)^2:
  U = 20 t: exact 0.062308, formula 0.057735, scaled remainder 1.829
  U = 40 t: exact 0.030129, formula 0.028868, scaled remainder 2.018
  U = 80 t: exact 0.014762, formula 0.014434, scaled remainder 2.098
  U = 160 t: exact 0.007300, formula 0.007217, scaled remainder 2.134
4 electrons, top state of the lower many-body band:
  projected hopping energy 0.57735 t per site
  U = 20 t: exact L - 2x = -0.053138, formula -0.057735
  U = 160 t: exact L - 2x = -0.007154, formula -0.007217
```
